# Shear viscosity and Gurzhi channel resistivity of a two-dimensional electron fluid: test program

```python
# 2D electron hydrodynamics. Results under test:
#  (A) nu = v^2/(4 g2) = v l/4, g2 = relaxation rate of the 2nd angular harmonic, l = v/g2
#  (B) no-slip channel of width W: rho/rho0 = 1/(1 - tanh(x)/x), x = W/(2D),
#      D = sqrt(nu/g_mr), rho0 = m g_mr/(n e^2), g_mr = momentum-relaxing rate
#  (C) two-rate Boltzmann model, diffuse walls, eps = g_mr/(g_ee+g_mr), cos(al) = 1-2 eps:
#      wall deficit delta = l((pi-al)/sin(al)-1)/(pi(1-eps)), slip length zeta = 2l/pi,
#      bulk decay rate kappa = 2 sqrt(g_ee g_mr)/v
# u = drift velocity, a = -eE/m, Gamma(k) = a/u for a transverse force exp(iky).
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.linalg import solve_toeplitz
from scipy.integrate import solve_bvp, quad
from scipy.optimize import minimize_scalar

def close(p, q, tol):
    assert abs(p/q - 1) < tol, (p, q)

# ---- eta from Cartesian momentum quadrature (m = pF = tau = 1, EF = 1/2)
T, EF = 0.025, 0.5
p = np.linspace(-2, 2, 401)
px, py = np.meshgrid(p, p)
f0 = 1/(np.exp(((px**2 + py**2)/2 - EF)/T) + 1)
eta_ratio = np.sum(px**2*py**2*f0*(1 - f0)/T)/np.sum(f0)/0.25
close(eta_ratio, 1 + np.pi**2*T**2/(3*EF**2), 1e-7)
print(f"eta/(n m vF^2 tau/4) at T/EF={T/EF:.2f}: {eta_ratio:.6f}")

# ---- Boltzmann equation on an angular grid (v = 1, a = 1)
NA = 256
th = 2*np.pi*np.arange(NA)/NA
harm = np.fft.fftfreq(NA, 1/NA).round().astype(int)
F = np.exp(1j*np.outer(th, harm))
g1 = 0.03
def angular(k, rate):
    g = np.array([0.0 if j == 0 else g1 if abs(j) == 1 else rate(abs(j)) for j in harm])
    A = (F*g) @ F.conj().T/NA + np.diag(1j*k*np.sin(th))
    phi = np.linalg.solve(A, np.cos(th).astype(complex))
    u = 2*np.mean(phi*np.cos(th))
    stress = 2*np.mean(phi*np.sin(th)*np.cos(th))
    return (1/u).real, (-stress/(1j*k*u)).real
spectra = {"equal": lambda j: 1.0, "slow odd": lambda j: 1.0 if j % 2 == 0 else 0.2,
           "growing": lambda j: j*j/2.0}
for name, rate in spectra.items():
    k = 0.02
    G, nu_stress = angular(k, rate)
    g2, g3 = rate(2), rate(3)
    close(nu_stress, 1/(4*g2), 1e-3)          # finite-k term is k^2/(4 g2 g3) <= 5e-4
    close((G - g1)/k**2, 1/(4*g2), 1e-3)
    close(G - g1 - k*k/(4*g2), -k**4/(16*g2*g2*g3), 1e-2)
    cf = 0.0
    for j in range(300, 1, -1):
        cf = 1.0/(rate(j) + cf)               # k = 2, so k^2/4 = 1
    close(angular(2.0, rate)[0], g1 + cf, 1e-8)
    print(f"{name}: g2={g2}, g3={g3}, 4 g2 nu/v^2 at k={k}: {4*g2*nu_stress:.5f}")
close(angular(3.0, spectra["equal"])[0], g1 + (np.sqrt(10) - 1)/2, 1e-9)

# ---- hydrodynamic channel: formula against boundary-value solver (D = 1)
def gurzhi(x, z=0.0):                          # rho/rho0, z = zeta/D
    t = np.tanh(x)
    return 1/(1 - t/x/(1 + z*t))
def bvp(x, z):
    y = np.linspace(0, x, 200)
    s = solve_bvp(lambda y, w: np.vstack([w[1], w[0] - 1, w[0]]),
                  lambda A, B: np.array([A[1], B[0] + z*B[1], A[2]]),
                  y, np.zeros((3, y.size)), tol=1e-8, max_nodes=50000)
    assert s.success
    return x/s.y[2, -1]
for x in (0.3, 2.0, 8.0):
    for z in (0.0, 0.15):
        close(bvp(x, z), gurzhi(x, z), 1e-6)
close(bvp(8.0, 0.0), 1/(1 - 1/8.0), 1e-5)
X = sp.symbols('X')
tser = sp.series(sp.tanh(X), X, 0, 9).removeO()
ser = sp.series(sp.cancel(X**2/(1 - tser/X)), X, 0, 4).removeO()
assert sp.expand(ser - 3 - sp.Rational(6, 5)*X**2) == 0
assert np.all(np.diff(gurzhi(np.linspace(0.05, 15, 600))) < 0)
opt = minimize_scalar(lambda x: (1 + 3/x**2)/gurzhi(x), bounds=(0.5, 10), method='bounded')
assert 0.05 < 1 - opt.fun < 0.2
print(f"additive rule: largest deficit {100*(1-opt.fun):.2f} % at x={opt.x:.3f}")

# ---- kinetic channel, diffuse walls; returns u in units a/(g_ee+g_mr)
gx, gw = np.polynomial.legendre.leggauss(400)
w = (gx + 1)/2
ang = np.pi/2*w**2
wt = (2/np.pi)*np.cos(ang)**2*np.pi*w*gw/2
def kinetic(W, l, eps, N):
    t = (np.arange(N) + 0.5)*W/N
    tail = np.exp(-np.outer(t/l, 1/np.sin(ang))) @ wt      # integral of K from t to infinity
    col = -(1 - eps)*np.concatenate(([1 - 2*tail[0]], tail[:-1] - tail[1:]))
    col[0] += 1
    return solve_toeplitz(col, 1 - tail - tail[::-1])

Ws = np.array([20, 30, 40])                    # l = v = 1, no momentum relaxation
centre = [kinetic(W, 1.0, 0.0, 40*W)[20*W] for W in Ws]
p2, p1, p0 = np.linalg.solve(np.vander(Ws.astype(float), 3), centre)
close(1/(8*p2), 0.25, 5e-4)                    # cell size l/40 gives error h^2/6 ~ 1e-4
close(p1/(4*p2), 2/np.pi, 3e-3)
print(f"kinetic Poiseuille: nu/(v l)={1/(8*p2):.5f}, zeta/l={p1/(4*p2):.4f}, 2/pi={2/np.pi:.4f}")

eps = 0.1
al = np.arccos(1 - 2*eps)
delta = ((np.pi - al)/np.sin(al) - 1)/(np.pi*(1 - eps))
lnN = lambda t: np.log((np.hypot(1, t) - 1 + 2*eps)/(np.hypot(1, t) + 1)/eps)/t**2
close((quad(lnN, 0, 1)[0] + quad(lnN, 1, np.inf)[0])/(np.pi*(1 - eps)), delta, 1e-7)
delta_kin = 20*(1 - eps*kinetic(40, 1.0, eps, 1600).mean())
close(delta_kin, delta, 1e-3)
dfc = 1 - eps*kinetic(30, 1.0, eps, 1201)
kappa = np.arccosh(dfc[800]/dfc[600])/(200*30/1201)
close(kappa, 2*np.sqrt(eps*(1 - eps)), 2e-3)
assert abs(kappa/(2*np.sqrt(eps)) - 1) > 0.04
print(f"eps={eps}: delta/l formula {delta:.5f}, kinetic {delta_kin:.5f}")
print(f"eps={eps}: kappa*l kinetic {kappa:.4f}, exact {np.sin(al):.4f}, l/D {2*np.sqrt(eps):.4f}")

x, err = 2.0, {}
for W in (20, 40, 80):
    D = W/(2*x)
    e = 1/(4*D*D)
    r = 1/(e*kinetic(W, 1.0, e, 40*W).mean())
    err[W] = gurzhi(x)/r - 1
    es = gurzhi(x, 2/np.pi/D)/r - 1
    assert abs(es) < 0.2*err[W]
    print(f"x=2, W/l={W}: rho error no-slip {100*err[W]:.3f} %, slip {100*es:.3f} %")
t = np.tanh(x)
coef = t*t/x/(1 - t/x)*(2/np.pi)*2*x
close(160*err[80] - 40*err[40], coef, 1e-2)
print(f"x=2 error coefficient of l/W: predicted {coef:.4f}, kinetic {160*err[80]-40*err[40]:.4f}")

def rho_rel(W, lee, lmr, N):                   # kinetic rho/rho0
    l = 1/(1/lee + 1/lmr)
    return lmr/l/kinetic(W, l, l/lmr, N).mean()
kn = [rho_rel(1.0, lee, 100.0, 800) for lee in (1e4, 1.0, 0.05)]
assert kn[1] > kn[0] and kn[1] > kn[2]
print("l_mr=100W, l_ee/W=1e4,1,0.05: kinetic rho/rho0 = " + ", ".join(f"{v:.2f}" for v in kn))

# ---- worked example, Gaussian units
hbar, m, q = sc.hbar*1e7, 0.1*sc.m_e*1e3, sc.e*sc.c*10
ohm = sc.c**2*1e-5                             # ohm per s/cm
n, W, lmr = 1e12, 4e-4, 20e-4
kF = np.sqrt(2*np.pi*n)
vF = hbar*kF/m
rho0 = m*vF/(lmr*n*q*q)
print(f"g=2, m={m:.4e} g (0.1 m_e), n={n:.0e} cm^-2, W={W:.0e} cm, l_mr={lmr:.0e} cm")
print(f"hbar={hbar:.5e} erg s, e={q:.5e} esu, 1 s/cm={ohm:.5e} ohm")
print(f"kF={kF:.4e} cm^-1, pF={hbar*kF:.4e} g cm/s, vF={vF:.4e} cm/s")
print(f"EF={m*vF**2/2:.4e} erg, tau_mr={lmr/vF:.4e} s")
print(f"rho0={rho0:.4e} s/cm = {rho0*ohm:.4f} ohm")
res = []
for lee in (0.2e-4, 0.1e-4):
    l = 1/(1/lee + 1/lmr)
    nu = vF*l/4
    D = np.sqrt(nu*lmr/vF)
    x, zeta = W/(2*D), 2*l/np.pi
    rP = 12*m*nu/(n*q*q*W*W)
    rn, rs, rk = rho0*gurzhi(x), rho0*gurzhi(x, zeta/D), rho0*rho_rel(W, lee, lmr, 1600)
    assert abs(rs/rk - 1) < 0.2*abs(rn/rk - 1)
    res.append((rn, rk))
    print(f"-- l_ee={lee:.1e} cm: l={l:.4e} cm, kF l={kF*l:.1f}, W/l={W/l:.2f}, eps={l/lmr:.5f}")
    print(f"nu={nu:.2f} cm^2/s (vF l_ee/4={vF*lee/4:.2f} cm^2/s), eta={n*m*nu:.4e} g/s")
    print(f"D={D:.4e} cm, x={x:.4f}, tanh(x)/x={np.tanh(x)/x:.4f}, zeta={zeta:.4e} cm")
    print(f"u(0)/<u> no-slip = {(1-1/np.cosh(x))*gurzhi(x):.4f}")
    print(f"rho_P={rP:.4e} s/cm, additive={rho0+rP:.4e} s/cm ({100*((rho0+rP)/rn-1):.2f} %)")
    print(f"rho no-slip={rn:.4e} s/cm = {rn*ohm:.4f} ohm, rho/rho0={rn/rho0:.4f}")
    print(f"rho slip={rs:.4e} s/cm = {rs*ohm:.4f} ohm ({100*(rs/rk-1):.2f} % from kinetic)")
    print(f"rho kinetic={rk:.4e} s/cm = {rk*ohm:.4f} ohm (no-slip high by {100*(rn/rk-1):.2f} %)")
assert res[1][0] < res[0][0] and res[1][1] < res[0][1]
print(f"halving l_ee: rho changes {100*(res[1][0]/res[0][0]-1):.2f} % no-slip, "
      f"{100*(res[1][1]/res[0][1]-1):.2f} % kinetic")
print("all good")
```

Running it gives:

```
eta/(n m vF^2 tau/4) at T/EF=0.05: 1.008225
equal: g2=1.0, g3=1.0, 4 g2 nu/v^2 at k=0.02: 0.99990
slow odd: g2=1.0, g3=0.2, 4 g2 nu/v^2 at k=0.02: 0.99950
growing: g2=2.0, g3=4.5, 4 g2 nu/v^2 at k=0.02: 0.99999
additive rule: largest deficit 11.01 % at x=3.487
kinetic Poiseuille: nu/(v l)=0.25003, zeta/l=0.6368, 2/pi=0.6366
eps=0.1: delta/l formula 1.11885, kinetic 1.11880
eps=0.1: kappa*l kinetic 0.6000, exact 0.6000, l/D 0.6325
x=2, W/l=20: rho error no-slip 10.309 %, slip 0.124 %
x=2, W/l=40: rho error no-slip 5.417 %, slip 0.035 %
x=2, W/l=80: rho error no-slip 2.778 %, slip 0.007 %
x=2 error coefficient of l/W: predicted 2.2844, kinetic 2.2772
l_mr=100W, l_ee/W=1e4,1,0.05: kinetic rho/rho0 = 30.10, 52.53, 13.68
g=2, m=9.1094e-29 g (0.1 m_e), n=1e+12 cm^-2, W=4e-04 cm, l_mr=2e-03 cm
hbar=1.05457e-27 erg s, e=4.80320e-10 esu, 1 s/cm=8.98755e+11 ohm
kF=2.5066e+06 cm^-1, pF=2.6434e-21 g cm/s, vF=2.9019e+07 cm/s
EF=3.8354e-14 erg, tau_mr=6.8921e-11 s
rho0=5.7289e-12 s/cm = 5.1489 ohm
-- l_ee=2.0e-05 cm: l=1.9802e-05 cm, kF l=49.6, W/l=20.20, eps=0.00990
nu=143.66 cm^2/s (vF l_ee/4=145.09 cm^2/s), eta=1.3086e-14 g/s
D=9.9504e-05 cm, x=2.0100, tanh(x)/x=0.4800, zeta=1.2606e-05 cm
u(0)/<u> no-slip = 1.4167
rho_P=4.2542e-12 s/cm, additive=9.9831e-12 s/cm (-9.38 %)
rho no-slip=1.1017e-11 s/cm = 9.9012 ohm, rho/rho0=1.9230
rho slip=1.0010e-11 s/cm = 8.9968 ohm (0.12 % from kinetic)
rho kinetic=9.9981e-12 s/cm = 8.9858 ohm (no-slip high by 10.19 %)
-- l_ee=1.0e-05 cm: l=9.9502e-06 cm, kF l=24.9, W/l=40.20, eps=0.00498
nu=72.19 cm^2/s (vF l_ee/4=72.55 cm^2/s), eta=6.5757e-15 g/s
D=7.0535e-05 cm, x=2.8355, tanh(x)/x=0.3503, zeta=6.3345e-06 cm
u(0)/<u> no-slip = 1.3590
rho_P=2.1377e-12 s/cm, additive=7.8666e-12 s/cm (-10.78 %)
rho no-slip=8.8172e-12 s/cm = 7.9245 ohm, rho/rho0=1.5391
rho slip=8.4444e-12 s/cm = 7.5895 ohm (0.03 % from kinetic)
rho kinetic=8.4420e-12 s/cm = 7.5873 ohm (no-slip high by 4.44 %)
halving l_ee: rho changes -19.96 % no-slip, -15.56 % kinetic
all good
```
